# Why LDA overestimates the polarizability of helium: potential against kernel

## 1. The form of the answer

The ground state of helium is spherical, so a weak uniform field \(\mathcal E\) can induce a dipole only along itself, and the polarizability is a single number \(\alpha\). The induced dipole is a charge times a displacement. In atomic units, used throughout, \(\alpha\) therefore has the dimension

\[
\alpha\sim\frac{(\text{length})^2}{\text{energy}} .
\]

The length measures how far the electrons spread, the energy how costly it is to excite them. An approximate theory can go wrong in either, and also in the interaction between the displaced electrons.

The energy must be an energy difference. Adding a constant to the potential moves all levels together and changes no static response. A potential that is "too shallow" can matter only if it rises too little between the inner region and infinity.

The local density approximation (LDA) gives \(\alpha=1.658\) for helium. The reference here is a full configuration interaction (FCI) calculation with fixed nucleus and no relativity, which gives \(1.385\). Its Gaussian basis has s, p, d and f functions; it leaves out higher angular momenta and part of the electron-electron cusp. Removing the f functions changes \(\alpha\) by \(0.001\), which probes only the angular truncation; the basis is incomplete in other respects too. The basis-limit value for the same Hamiltonian is \(1.3832\), lower by \(0.0016\), so the third decimal of the reference, and of every quantity taken from the FCI density, is uncertain. The error to be explained is

\[
1.6576-1.3848=0.2728 ,
\]

or 20% of the reference.

## 2. First contribution: independent electrons in the Kohn-Sham potential

Let the field add \(+\mathcal E z\) to the potential energy of each electron. Both electrons occupy one real orbital \(\varphi\), with \(h\varphi=\varepsilon\varphi\), \(h=-\tfrac12\nabla^2+v_s\) and \(n=2\varphi^2\). Hold \(v_s\) fixed for now. Let \(z_k=\langle k|z|\varphi\rangle\) and \(\omega_k=\varepsilon_k-\varepsilon\). Second-order perturbation theory gives each electron the energy \(-\mathcal E^2\sum_k z_k^2/\omega_k\). Setting the sum for two electrons equal to \(-\tfrac12\alpha_s\mathcal E^2\) gives

\[
\alpha_s=4\sum_k\frac{z_k^2}{\omega_k}.
\]

Sums over \(k\) include the continuum. By parity \(\langle\varphi|z|\varphi\rangle=0\), so completeness gives \(\sum_k z_k^2=\langle z^2\rangle=\tfrac13\langle r^2\rangle\), an average per electron. Define a mean excitation energy by

\[
\frac1{\bar\omega}=\frac{\sum_k z_k^2/\omega_k}{\sum_k z_k^2}.
\]

Then

\[
\alpha_s=\frac43\,\frac{\langle r^2\rangle}{\bar\omega}, \tag{1}
\]

which is the dimensional form with its factor.

The two quantities in (1) are linked. Since \([h,z]=-\partial_z\), we have \([z,[h,z]]=1\). Writing out the double commutator in the state \(\varphi\) gives

\[
1=\langle[z,[h,z]]\rangle=2\langle z(h-\varepsilon)z\rangle=2\sum_k\omega_k z_k^2 .
\]

The average of \(\omega_k\) with weights \(z_k^2\) is therefore \(\tfrac12/\langle z^2\rangle=3/(2\langle r^2\rangle)\). A harmonic mean cannot exceed the arithmetic mean with the same weights, so

\[
\bar\omega\le\frac{3}{2\langle r^2\rangle}.
\]

A more diffuse orbital lowers the ceiling on its mean excitation energy. Spread and softness are two results of one potential, not independent faults.

The program gives, for the LDA density and for the FCI density:

| density | \(\langle r^2\rangle\) | \(\bar\omega\) | \(\alpha_s\) |
|---|---|---|---|
| LDA | 1.2865 | 0.9490 | 1.8075 |
| FCI | 1.1946 | 1.0488 | 1.5187 |

The FCI row carries the basis error: at the basis limit its entries are \(1.1935\), \(1.0498\) and \(1.5158\), shifts of \(0.001\) to \(0.003\) that leave the percentages below unchanged. The ratio of the two values of \(\alpha_s\) splits as

\[
\frac{1.8075}{1.5187}=\frac{1.2865}{1.1946}\times\frac{1.0488}{0.9490}
=1.077\times1.105=1.190 .
\]

LDA is already 19% too high before any kernel enters. The excess spread supplies 8% and the low excitation energy 11%.

The second row needs the response of the Kohn-Sham system that has the FCI density. The next section shows how to obtain it without constructing the potential.

## 3. Separating potential from kernel

Write the first-order orbital, per unit field, as \(\varphi_1=\varphi G\). An s orbital without nodes allows this, and \(G\) is odd in \(z\). Because \((h-\varepsilon)\varphi=0\), the terms with the potential cancel:

\[
(h-\varepsilon)(\varphi G)=-\nabla\varphi\cdot\nabla G-\tfrac12\varphi\nabla^2G
=-\frac1{2\varphi}\nabla\cdot(\varphi^2\nabla G).
\]

Multiply by \(\varphi G\) and integrate by parts; the surface term vanishes because \(\varphi\) decays:

\[
\langle\varphi G|h-\varepsilon|\varphi G\rangle=\tfrac12\int\varphi^2|\nabla G|^2 . \tag{2}
\]

Now let the electrons interact. Expand the orbital as \(\varphi+\mathcal E\varphi_1+\mathcal E^2\varphi_2\). Normalization requires \(2\langle\varphi|\varphi_2\rangle=-\langle\varphi_1|\varphi_1\rangle\). The first-order density is \(\delta n=4\varphi\varphi_1=2nG\). In the second-order energy, the kinetic energy and the first derivative of the potential energy functional combine into

\[
2\langle\varphi_1|h|\varphi_1\rangle+4\langle\varphi_2|h|\varphi\rangle
=2\langle\varphi_1|h-\varepsilon|\varphi_1\rangle ,
\]

where \(h\varphi=\varepsilon\varphi\) and the normalization condition were used. The field adds \(\int z\,\delta n\). The second derivative of the Hartree and exchange-correlation energies adds a term with the kernel \(f_{\rm Hxc}=1/|\mathbf r-\mathbf r'|+f_{\rm xc}\). With (2) and \(\varphi^2=n/2\),

\[
E_2[G]=\tfrac12\int n|\nabla G|^2+\int z\,\delta n
+\tfrac12\iint\delta n\,f_{\rm Hxc}\,\delta n' . \tag{3}
\]

The response is the minimum of \(E_2\), and \(\alpha=-2E_2\). Put \(G=\sum_i c_iG_i\) and define

\[
K_{ij}=\int n\nabla G_i\cdot\nabla G_j,\qquad
b_i=\int 2n\,zG_i,\qquad
M_{ij}=\iint 2nG_i\,f_{\rm Hxc}\,2n'G_j' .
\]

Then \(E_2=\tfrac12c^T(K+M)c+b^Tc\). Its stationary point is \(c=-(K+M)^{-1}b\), a minimum if \(K+M\) is positive definite, and

\[
\alpha=b^T(K+M)^{-1}b . \tag{4}
\]

The ground-state potential enters through \(n\) alone. This loses nothing: inverting the orbital equation gives \(v_s-\varepsilon=\nabla^2\varphi/(2\varphi)\) with \(\varphi=\sqrt{n/2}\), so the density fixes the potential up to the inert constant. "The effect of the wrong potential" and "the effect of the wrong density" are the same effect here. With several occupied orbitals, the density no longer gives each orbital in this way, and (4) does not apply.

Hydrogen gives a check by hand. For one electron \(n=\varphi^2\), and (3) without the kernel keeps its form with \(\delta n=2nG\). Stationarity requires \(\nabla\cdot(n\nabla G)=2nz\). For \(n=e^{-2r}/\pi\) this reads \(\nabla^2G-2\,\partial_rG=2z\). Try \(G=-z(1+r/2)\). Since \(\nabla^2(zr)=4z/r\), the first term is \(-2z/r\); the second is \(2z/r+2z\). The sum is \(2z\), as required. With \(\langle r^2\rangle=3\) and \(\langle r^3\rangle=15/2\),

\[
\alpha=-\int z\,\delta n=2\langle z^2\rangle+\langle z^2r\rangle=2+\tfrac52=\tfrac92 .
\]

The program reproduces this value. It also tests the formula for LDA helium against a direct sum over states in the LDA potential, and the coupled LDA result against a calculation in a small finite field.

## 4. What is wrong with the LDA potential

Far from the atom, the outer electron sees the nucleus screened by one remaining electron, a potential \(-1/r\). In the Kohn-Sham description the nucleus gives \(-2/r\) and the Hartree potential of both electrons gives \(+2/r\). These cancel, so \(v_{\rm xc}\) must supply the \(-1/r\).

Exact exchange (EXX) shows this explicitly. Two electrons of opposite spin in one orbital repel each other with energy \(J\), the Coulomb self-repulsion of \(\varphi^2\). The Hartree energy of \(n=2\varphi^2\) is \(\tfrac12\cdot4J=2J\). Exchange must remove the excess, so \(E_x=-J=-\tfrac12E_{\rm H}\). Differentiating once and twice with respect to \(n\),

\[
v_x=-\tfrac12v_{\rm H},\qquad f_x=-\frac{1}{2|\mathbf r-\mathbf r'|}. \tag{5}
\]

Since \(v_{\rm H}\to2/r\), this \(v_x\) tends to \(-1/r\).

The LDA exchange potential is \(-(3n/\pi)^{1/3}\). It follows the local density and so falls off exponentially. At a few radii, each potential being taken from its own self-consistent calculation:

| \(r\) | LDA \(v_{\rm xc}\) | EXX \(v_x\) | LDA − EXX |
|---|---|---|---|
| 0.5 | −0.870 | −1.296 | 0.427 |
| 1.0 | −0.514 | −0.894 | 0.380 |
| 2.0 | −0.206 | −0.496 | 0.289 |
| 4.0 | −0.041 | −0.250 | 0.209 |

If the last column were constant, it would have no effect on the response. Over the tabulated range it falls outward, and it tends to zero at infinity. From \(r=0.5\) outward, LDA thus adds, relative to EXX, a potential that pushes electrons outward. The difference is not monotonic: it is largest near \(r=0.5\) and decreases again toward the nucleus, so inside that radius it pulls electrons inward. Between \(r=0.5\) and \(r=4\) its rise is too small by \(0.427-0.209=0.218\).

EXX has no correlation, so a comparison with the FCI density is also needed. The exact Kohn-Sham level is \(\varepsilon=-I\), with \(I\) the ionization energy. The reason is the density tail: an electron far outside leaves the ion in its ground state, so its amplitude decays as \(e^{-\sqrt{2I}\,r}\) apart from powers of \(r\), while a Kohn-Sham orbital in a potential that vanishes at infinity decays as \(e^{-\sqrt{-2\varepsilon}\,r}\). Both must give the same density. Here \(I=-2-E_{\rm FCI}=-2+2.9028=0.9028\), because He\(^+\) has the energy \(-2\). The basis-limit value is \(0.9037\), higher by \(0.0009\).

Take the expectation value of \(h\varphi=\varepsilon\varphi\). With \(\nabla\varphi=\nabla n/(2\sqrt{2n})\),

\[
\langle v_{\rm xc}\rangle=-I-\int\frac{|\nabla n|^2}{16\,n}-\langle v_{\rm ext}+v_{\rm H}\rangle . \tag{6}
\]

This needs first derivatives of the density only. The FCI density gives \(\langle v_{\rm xc}\rangle=-1.008\). The LDA potential evaluated on that same density averages \(-0.653\). Measured from infinity, LDA lacks \(0.356\) hartree of depth, and this is a fault of the functional, since the density is the same in both averages. At the basis limit the two figures become \(-1.010\) and \(0.357\).

The ionization threshold follows suit. The LDA level lies at \(-0.570\) instead of \(-0.903\), so the continuum opens \(0.332\) too early. In its finite basis the program finds no bound p level in the LDA potential, so the LDA dipole spectrum starts at the threshold, \(0.570\). In the EXX potential the first dipole excitation, to a bound p level, costs \(0.790\). Equation (1) turns the lowered spectrum into a larger response. The weights \(z_k^2\) matter as well as the threshold: \(\bar\omega\) falls by \(0.100\), much less than the threshold does.

## 5. Second contribution: the kernel

The minimum principle (3) gives the sign of each kernel term. The Hartree term is the electrostatic energy of \(\delta n\), which is positive. It raises the minimum of \(E_2\) and lowers \(\alpha\): the displaced charge opposes the field. The LDA exchange kernel, the derivative of \(-(3n/\pi)^{1/3}\), is

\[
f_x^{\rm LDA}=-\tfrac13\left(\tfrac3\pi\right)^{1/3}n^{-2/3}\,\delta(\mathbf r-\mathbf r') ,
\]

which is negative and raises \(\alpha\). The exchange kernel in (5) cancels half of the Hartree term.

Formula (4) accepts any pairing of density and kernel:

| density | none | Hartree | Hartree + LDA | Hartree + EXX |
|---|---|---|---|---|
| LDA | 1.808 | 1.463 | 1.658 | 1.610 |
| EXX | 1.487 | 1.199 | 1.355 | 1.322 |
| FCI | 1.519 | 1.226 | 1.385 | 1.351 |

At the basis limit the entries of the FCI row are lower by \(0.002\) to \(0.003\). The kernel is not small in itself. On the FCI density the Hartree term lowers \(\alpha\) by \(0.293\), and the LDA exchange-correlation kernel gives back \(0.160\). But the Hartree and LDA kernels together scale the response by nearly the same factor on both densities. The ratio \(\alpha/\alpha_s\) is \(1.6576/1.8075=0.917\) for LDA and \(1.3852/1.5187=0.912\) for FCI. The 19% excess of Section 2 passes through the kernel almost unchanged and becomes \(1.6576/1.3852=1.197\), an excess of 20%.

## 6. Weighing the two

Insert the mixed case, FCI density with LDA kernel, between the LDA result and the reference:

\[
\underbrace{1.6576-1.3852}_{\text{potential and density: }0.2724}
+\underbrace{1.3852-1.3848}_{\text{kernel: }0.0004}=0.2728 .
\]

The program tests that the first part exceeds three times the size of the second. The margin is far larger, but \(0.0004\) should not be read literally: with density and reference at the basis limit the two parts become \(0.275\) and \(-0.001\), so even the sign of the kernel part changes. The kernel error is of order \(0.001\) or less, below 1% of the total.

This split follows one path, and another order could give other shares. Three comparisons show how much that matters.

**Changing the kernel first.** On the LDA density, replacing the LDA exchange-correlation kernel by exact exchange lowers \(\alpha\) from \(1.658\) to \(1.610\). That is still \(0.225\) above the reference. This change of kernel does not repair the result.

**Changing the density under each kernel.** Going down a column from LDA to FCI lowers \(\alpha\) by \(0.289\), \(0.237\), \(0.272\) and \(0.259\). With each of the four kernels, the density change is comparable to the whole LDA error.

**The kernel's own dependence on the density.** The LDA kernel is a function of \(n\), so the first part of the split also contains a change in the kernel's values. If the values belonging to the LDA density are kept while the FCI density is used everywhere else, the result is \(1.378\) instead of \(1.385\). The hidden change is \(0.008\) and works against the main effect. Its sign is what one would expect if the lower density of the FCI tail makes \(-n^{-2/3}\) more negative there, though the program does not resolve the effect by region.

The success of the LDA kernel is a statement about one number. On the exact density, the exact kernel would give the exact static \(\alpha\). The LDA kernel reproduces that value for a uniform field on helium; this does not show that it resembles the exact kernel point by point. Exact exchange without correlation misses the reference by \(0.034\) on the same density. Nothing here concerns time-dependent fields, where the exact kernel may depend on frequency.

## 7. Is the threshold the cause?

An intervention on the potential tests whether a correct threshold is enough. It changes the threshold and the outer part of the potential together, so it does not isolate the threshold as a cause. Lower the LDA exchange-correlation potential by \(\Delta=I+\varepsilon_{\rm LDA}=0.9028-0.5704=0.3324\) and join it to the correct tail:

\[
v_{\rm xc}(r)=\max\left[v_{\rm xc}^{\rm LDA}(r)-\Delta,\;-\frac1r\right].
\]

The shift is inert. What acts is the extra rise wherever \(-1/r\) is the larger entry. With the LDA values of Section 4, the shifted potential at \(r=1\) is \(-0.846\), above \(-1\), so the inner form holds. At \(r=2\) it is \(-0.539\), below \(-0.5\), so the tail has taken over and adds \(0.039\). At \(r=4\) the addition is \(-0.250+0.374=0.124\), and at infinity it reaches \(\Delta\). This outer wall confines the orbital.

The self-consistent calculation with this potential gives \(\varepsilon=-0.888\), \(\langle r^2\rangle=1.232\) and \(\alpha_s=1.616\). Before any kernel enters, the tail has removed

\[
\frac{1.8075-1.6160}{1.8075-1.5187}=\frac{0.1915}{0.2888}=66\%
\]

of the excess in \(\alpha_s\) over its value for the FCI density. With the LDA kernel kept everywhere, \(\alpha=1.472\). That kernel is not the derivative of the modified potential: where \(-1/r\) has taken over, the potential no longer depends on the density, and its own kernel is zero. Dropping the negative LDA kernel there lowers \(\alpha\) further, by about \(0.09\) to about \(1.38\). That agreement with the reference is a compensation of errors, since \(\alpha_s\) is still too large. The value \(1.472\) therefore depends on the choice of kernel, while the share in \(\alpha_s\) does not.

The threshold is now within \(0.015\) of the correct value, yet \(\alpha_s\) is still 6% above its value for the FCI density. A nearly correct threshold is therefore not sufficient for a correct independent-electron response. A comparison with EXX suggests, without testing it, that the remaining fault lies inside the join. At \(r=2\) and \(r=4\) the EXX potential is \(-0.496\) and \(-0.250\), so \(-1/r\) is already accurate there. At \(r=0.5\) and \(r=1\) the shifted LDA potential is \(-1.202\) and \(-0.846\), against \(-1.296\) and \(-0.894\): it lies above EXX by \(0.094\) and \(0.048\). Close to the nucleus the sign reverses and it lies below EXX, so the fault inside the join is one of shape, not a uniform offset. These are differences from EXX, not from the exact potential, which is not constructed here, and the LDA values are those of the unmodified calculation. EXX itself overcorrects: its density with the LDA kernel gives \(1.355\), below the reference.

The causal order is then as follows. Compared with EXX, the LDA exchange-correlation potential rises too little from about \(r=0.5\) outward, and with the shift and join chosen here, correcting its outer part removes about two thirds of the excess in \(\alpha_s\); that share belongs to this construction. The orbital spreads, the mean excitation energy \(\bar\omega\) drops, and so does the threshold. By (1) the independent-electron response is 19% too large, and the kernel passes this on. The small ionization threshold is a visible sign of the faulty potential but does not fix \(\alpha\): by (4) the response depends on the density, and a rise of the potential only where the density is negligible would move the threshold while leaving \(\alpha\) almost unchanged.

In cubic ångström the main results are \(0.246\) for LDA and \(0.205\) for the FCI reference. The numerical check accompanying these notes computes the tabulated values and the results derived from them. It does not cover the basis-limit values quoted as caveats, the potentials below \(r=0.5\), or the tail experiment with the kernel dropped.

## Table of computed values

```
Atomic units: energies in hartree, polarizabilities in bohr^3
FCI energy of He, s,p,d,f basis: -2.90285; without f: -2.90249
FCI polarizability: 1.3848; without f: 1.3836
ionization energy I from FCI: 0.9028
hydrogen test, density-only formula: 4.50000
LDA alpha_s: sum over states 1.8075, density-only 1.8075
LDA oscillator-strength sum: 2.0000
finite-field checks: LDA 1.6577, Hartree-Fock 1.3225
LDA density: eps -0.5704, <r^2> per electron 1.2865 bohr^2,
    alpha_s 1.8075, w_mean 0.9490
EXX density: eps -0.9180, <r^2> per electron 1.1848 bohr^2,
    alpha_s 1.4871, w_mean 1.0623
FCI density: eps -0.9028, <r^2> per electron 1.1946 bohr^2,
    alpha_s 1.5187, w_mean 1.0488
first s-p gap, exact-exchange (EXX) potential: 0.7905
mean v_xc, LDA on its own density: -0.6377
mean v_xc on FCI density: from level -I -1.0084, LDA -0.6525
r = 0.5 bohr: v_xc LDA -0.8696, v_x EXX -1.2961
r = 1.0 bohr: v_xc LDA -0.5138, v_x EXX -0.8939
r = 2.0 bohr: v_xc LDA -0.2064, v_x EXX -0.4957
r = 4.0 bohr: v_xc LDA -0.0413, v_x EXX -0.2500
alpha by density and kernel:
LDA density: none 1.8075, Hartree 1.4625,
    Hartree+LDA 1.6576, Hartree+exact exchange 1.6101
EXX density: none 1.4871, Hartree 1.1988,
    Hartree+LDA 1.3545, Hartree+exact exchange 1.3222
FCI density: none 1.5187, Hartree 1.2255,
    Hartree+LDA 1.3852, Hartree+exact exchange 1.3511
total LDA error: 0.2728
part from potential and density: 0.2724
part from LDA kernel on FCI density: 0.0004
FCI density, kernel values of LDA density: 1.3775
tail experiment: inner shift 0.3324, eps -0.8879
    <r^2> per electron 1.2323 bohr^2
    alpha_s 1.6160, alpha with LDA kernel 1.4722
main results in cubic angstrom: LDA 0.2456, FCI 0.2052
```
